# Does a straight line in (αhν)² give the direct gap?: a numerical check

```python
"""Does a straight line in (alpha*E)^2 give the gap of a direct semiconductor?

Result under test: with Wannier excitons of binding R the line misses the gap.
On a narrow exciton edge its zero lies at gap - R - sqrt(2)*sigma; through the
unbroadened continuum it lies at least 21.6 R below the gap.
Symbols: x = (E - gap)/R; s(x) = alpha*E in units where free pairs give
sqrt(x); Y = s^2; sigma = standard deviation of the Gaussian broadening
(in units of R unless meV is stated); z = 2*pi/sqrt(x).
Independent road: s-wave pair equation -u'' - (2/r)u = x u in a large box.
"""
import numpy as np
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, curve_fit, minimize_scalar
from scipy.signal import find_peaks

PI = np.pi
NODES, WEIGHTS = np.polynomial.legendre.leggauss(120)
N_BOUND = np.arange(1, 301)


def gaussian(d, sigma):
    return np.exp(-0.5 * (d / sigma) ** 2) / (sigma * np.sqrt(2 * PI))


def continuum(x):
    """Elliott continuum without broadening, x > 0."""
    return 2 * PI / (-np.expm1(-2 * PI / np.sqrt(x)))


def broadened(x, sigma, coulomb=True):
    """Gaussian-broadened s(x); the continuum is integrated over q = sqrt(x)."""
    x = np.atleast_1d(x)[:, None]
    low = np.sqrt(np.clip(x - 9 * sigma, 0, None))
    high = np.sqrt(np.clip(x + 9 * sigma, 0, None))
    q = np.maximum(low + (high - low) * (NODES + 1) / 2, 1e-9)
    strength = continuum(q * q) if coulomb else q
    weight = (high - low) / 2 * WEIGHTS
    total = (weight * 2 * q * strength * gaussian(x - q * q, sigma)).sum(axis=1)
    if coulomb:
        lines = 4 * PI / N_BOUND**3 * gaussian(x + 1 / N_BOUND**2, sigma)
        total = total + lines.sum(axis=1)
    return total


def box_levels(coulomb, length=60.0, step=0.01, top=22.0):
    """Levels and strengths pi*u'(0)^2 from finite differences in a box."""
    r = step * np.arange(1, int(round(length / step)))
    g = 1.0 if coulomb else 0.0
    diagonal = 2 / step**2 - 2 * g / r
    off = np.full(len(r) - 1, -1 / step**2)
    levels, u = eigh_tridiagonal(diagonal, off, select="v",
                                 select_range=(-2.0, top))
    u = u / np.sqrt(step)
    # near the origin u = u'(0) * (r - g r^2 + ...)
    slope = u[0] / (step * (1 - g * step))
    return levels, PI * slope**2


def box_spectrum(x, sigma, box):
    levels, strengths = box
    return (strengths * gaussian(x[:, None] - levels, sigma)).sum(axis=1)


def line_zero(x, y):
    """Zero of the least-squares line and squared correlation."""
    centre = x.mean()
    slope, offset = np.polyfit(x - centre, y, 1)
    return centre - offset / slope, np.corrcoef(x, y)[0, 1] ** 2


def steepest_zero(sigma, coulomb=True):
    """Zero of the steepest tangent to the broadened Y."""
    x = np.linspace(-1 - 6 * sigma, 6 * sigma, 2001)
    y = broadened(x, sigma, coulomb) ** 2
    dy = np.gradient(y, x)
    k = np.argmax(dy)
    return x[k] - y[k] / dy[k]


def tangent_miss(x):
    """Distance of the continuum tangent's zero below the gap, in R."""
    z = 2 * PI / np.sqrt(x)
    return 4 * PI**2 * (np.expm1(z) - z) / z**3


# Spectrum: box calculation against the analytic strengths
box_pair = box_levels(True)
box_free = box_levels(False)
x_test = np.linspace(-3, 15, 181)
deviations = []
for box, flag in ((box_pair, True), (box_free, False)):
    numeric = box_spectrum(x_test, 0.5, box)
    formula = broadened(x_test, 0.5, flag)
    deviations.append(np.max(np.abs(numeric - formula)) / np.max(formula))
# finite-difference errors are of order (k*step)^2
assert max(deviations) < 5e-3
print(f"box vs Elliott, largest relative deviation: {deviations[0]:.1e}")
print(f"box vs free pairs, largest relative deviation: {deviations[1]:.1e}")

# The bound series joins the continuum without an edge
n = 50
spacing = 1 / (n - 0.5) ** 2 - 1 / (n + 0.5) ** 2
bound_density = 4 * PI / n**3 / spacing
assert abs(bound_density - continuum(1e-3)) < 5e-3
print(f"bound strength per energy at n=50: {bound_density:.4f}")
print(f"continuum s just above the gap: {continuum(1e-3):.4f}")

# Narrow exciton edge
for sig in (0.05, 0.1, 0.2):
    assert abs(steepest_zero(sig) - (-1 - np.sqrt(2) * sig)) < 3e-3

# Continuum tangent: closed form against numerical differentiation
for x0 in (2.0, 8.0, 30.0, 100.0):
    h = 1e-3 * x0
    dy = (continuum(x0 + h) ** 2 - continuum(x0 - h) ** 2) / (2 * h)
    miss = continuum(x0) ** 2 / dy - x0
    assert abs(miss / tangent_miss(x0) - 1) < 1e-3
    print(f"tangent at x={x0:.0f}: zero {miss:.2f} R below the gap")
x0 = 400.0
series = PI * np.sqrt(x0) + 2 * PI**2 / 3 + PI**3 / (3 * np.sqrt(x0))
assert abs(series - tangent_miss(x0)) < 0.05

# The smallest miss sits at the inflection point of Y
best = minimize_scalar(tangent_miss, bounds=(2, 40), method="bounded",
                       options={"xatol": 1e-8})


def curvature(x, h=0.02):
    return (continuum(x + h) ** 2 - 2 * continuum(x) ** 2
            + continuum(x - h) ** 2) / h**2


inflection = brentq(curvature, 4, 15)
assert abs(inflection - best.x) < 1e-2
z_best = 2 * PI / np.sqrt(best.x)
assert abs(np.exp(z_best) * (z_best - 3) + 2 * z_best + 3) < 1e-4
print(f"smallest continuum miss: {best.fun:.3f} R")
print(f"at x = {best.x:.3f}, z = {z_best:.4f}")
print(f"inflection of Y from differences: x = {inflection:.3f}")

# Least-squares lines in random windows obey the same bound
rng = np.random.default_rng(7)
zeros = []
for _ in range(500):
    start = rng.uniform(0.1, 50)
    xs = np.linspace(start, start + rng.uniform(0.5, 100), 60)
    zeros.append(line_zero(xs, continuum(xs) ** 2)[0])
assert max(zeros) < -best.fun + 1e-6
print(f"500 random windows, zero closest to gap: {max(zeros):.3f} R")

# Broadening scan with a control that has no attraction
print("steepest tangent: sigma/R, error/R with and without attraction")
for sig in (0.1, 0.2, 0.5, 1.0, 2.0, 5.0, 10.0, 20.0):
    with_pair = steepest_zero(sig)
    without = steepest_zero(sig, False)
    assert 0 < without < sig
    assert with_pair < without
    print(f"  {sig:5.1f}  {with_pair:8.3f}  {without:8.3f}")

# Worked example, energies in meV
GAP, RYD, SIGMA = 1500.0, 10.0, 5.0
ratio = SIGMA / RYD
print(f"inputs: gap {GAP:.0f} meV, R {RYD:.0f} meV, sigma {SIGMA:.0f} meV")
energy = np.arange(GAP - 50, GAP + 0.01, 0.1)
y_edge = broadened((energy - GAP) / RYD, ratio) ** 2
peak = np.argmax(y_edge)
rising = np.arange(len(energy)) < peak
use = rising & (y_edge > 0.2 * y_edge[peak]) & (y_edge < 0.8 * y_edge[peak])
zero, r2 = line_zero(energy[use], y_edge[use])
assert 1 < (GAP - zero) / RYD < 3
print(f"exciton peak of Y: {energy[peak]:.1f} meV")
print(f"edge fit window: {energy[use][0]:.1f} to {energy[use][-1]:.1f} meV")
print(f"edge fit: zero {zero:.1f} meV, error {zero - GAP:.1f} meV, r2 {r2:.4f}")

for first, last in ((50, 150), (100, 300)):
    energy = np.linspace(GAP + first, GAP + last, 101)
    x = (energy - GAP) / RYD
    zero, r2 = line_zero(energy, broadened(x, ratio) ** 2)
    control, _ = line_zero(energy, broadened(x, ratio, False) ** 2)
    assert r2 > 0.99 and GAP - zero > 20 * RYD
    assert abs(control - GAP) < 0.1 * RYD
    print(f"window gap+{first} to gap+{last} meV: zero {zero:.1f} meV")
    print(f"  error {zero - GAP:.1f} meV, r2 {r2:.6f}")
    print(f"  same window without attraction: zero {control:.2f} meV")
    if last == 150:
        box_zero, _ = line_zero(energy, box_spectrum(x, ratio, box_pair) ** 2)
        box_control, _ = line_zero(energy,
                                   box_spectrum(x, ratio, box_free) ** 2)
        # slopes amplify the finite-difference error of the box spectrum
        assert abs(box_zero - zero) < 0.3 * RYD
        assert abs(box_control - control) < 0.1 * RYD
        print(f"  box spectrum, same window: zero {box_zero:.1f} meV")

# Cure 1: full Elliott fit to noisy data made by the box calculation
energy = np.linspace(GAP - 30, GAP + 100, 131)
data = box_spectrum((energy - GAP) / RYD, ratio, box_pair)
noise = 0.005 * data.max()
data = data + rng.normal(0, noise, len(data))


def elliott_model(e, amplitude, gap, ryd, sigma):
    return amplitude * broadened((e - gap) / ryd, sigma / ryd)


fit, covariance = curve_fit(elliott_model, energy, data,
                            p0=(0.8, GAP + 5, 15.0, 8.0),
                            bounds=((0.1, GAP - 50, 2, 1),
                                    (10, GAP + 50, 50, 30)), x_scale="jac")
errors = np.sqrt(np.diag(covariance))
assert abs(fit[1] - GAP) < 0.3 * RYD
assert abs(fit[2] - RYD) < 0.3 * RYD
print("Elliott fit, noise 0.5 percent of the peak (value, standard error):")
for name, value, error in zip(("gap", "R", "sigma"), fit[1:], errors[1:]):
    print(f"  {name}: {value:.2f}, {error:.2f} meV")

# Cure 2: resolved 1s and 2s peaks in a narrow spectrum
narrow = 0.4
energy = np.arange(GAP - 13, GAP - 1.5, 0.005)
spectrum = broadened((energy - GAP) / RYD, narrow / RYD)
peaks = energy[find_peaks(spectrum)[0]]
gap_from_peaks = peaks[0] + 4 / 3 * (peaks[1] - peaks[0])
assert abs(gap_from_peaks - GAP) < 0.005 * RYD
print(f"narrow spectrum, sigma {narrow} meV:")
print(f"  1s peak {peaks[0]:.2f} meV, 2s peak {peaks[1]:.2f} meV")
print(f"  gap from the two peaks: {gap_from_peaks:.2f} meV")

print("checks complete")
```

Running it gives:

```
box vs Elliott, largest relative deviation: 8.3e-05
box vs free pairs, largest relative deviation: 1.9e-04
bound strength per energy at n=50: 6.2819
continuum s just above the gap: 6.2832
tangent at x=2: zero 35.82 R below the gap
tangent at x=8: zero 21.60 R below the gap
tangent at x=30: zero 26.21 R below the gap
tangent at x=100: zero 39.17 R below the gap
smallest continuum miss: 21.589 R
at x = 8.547, z = 2.1491
inflection of Y from differences: x = 8.547
500 random windows, zero closest to gap: -21.660 R
steepest tangent: sigma/R, error/R with and without attraction
    0.1    -1.141     0.030
    0.2    -1.283     0.059
    0.5    -1.689     0.148
    1.0    -2.231     0.296
    2.0    -3.003     0.592
    5.0    -4.372     1.479
   10.0    -5.543     2.958
   20.0    -6.430     5.915
inputs: gap 1500 meV, R 10 meV, sigma 5 meV
exciton peak of Y: 1490.7 meV
edge fit window: 1484.0 to 1488.1 meV
edge fit: zero 1482.8 meV, error -17.2 meV, r2 0.9974
window gap+50 to gap+150 meV: zero 1281.7 meV
  error -218.3 meV, r2 0.999990
  same window without attraction: zero 1500.14 meV
  box spectrum, same window: zero 1281.6 meV
window gap+100 to gap+300 meV: zero 1263.8 meV
  error -236.2 meV, r2 0.999794
  same window without attraction: zero 1500.07 meV
Elliott fit, noise 0.5 percent of the peak (value, standard error):
  gap: 1500.07, 0.04 meV
  R: 10.05, 0.03 meV
  sigma: 5.00, 0.02 meV
narrow spectrum, sigma 0.4 meV:
  1s peak 1490.00 meV, 2s peak 1497.50 meV
  gap from the two peaks: 1500.00 meV
checks complete
```
